# Kim-Kosterlitz growth speed in one dimension: error of the independent-slope estimate: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
One-dimensional Kim-Kosterlitz growth: a random site of a ring rises by one
layer if all neighbour height differences remain in {-1, 0, 1}.
Result under test: independent, equally likely slopes give speed 4/9, the
pair approximation gives (1 + sqrt(17))/12, and the true speed is near 0.419.
Symbols: slope s = right height minus left height; rho = P(s=+1) = P(s=-1);
peak = P(+1 followed by -1); L = number of sites on the ring.
Speed = layers per deposition attempt per site. All quantities dimensionless.
"""
from itertools import product
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigs


# ---------- local generator from enumeration of four-slope windows ----------
def pair_generator():
    """Rate of change of the middle pair, as a linear map on window weights."""
    windows = list(product((-1, 0, 1), repeat=4))
    generator = np.zeros((9, len(windows)))
    for column, window in enumerate(windows):
        old_pair = 3 * (window[1] + 1) + window[2] + 1
        for j in range(3):
            if window[j] <= 0 and window[j + 1] >= 0:
                new = list(window)
                new[j] += 1
                new[j + 1] -= 1
                new_pair = 3 * (new[1] + 1) + new[2] + 1
                generator[new_pair, column] += 1
                generator[old_pair, column] -= 1
    return generator


GENERATOR = pair_generator()


def pair_derivative(pair):
    """Time derivative of pair probabilities for a Markov chain of slopes."""
    conditional = pair / pair.sum(axis=1)[:, None]
    weights = np.einsum("ab,bc,cd->abcd", pair, conditional, conditional)
    return (GENERATOR @ weights.ravel()).reshape(3, 3)


def speed_from_pairs(pair):
    return pair[:2, 1:].sum()


def independent_pairs(rho):
    single = np.array([rho, 1 - 2 * rho, rho])
    return np.outer(single, single)


uniform = np.full((3, 3), 1 / 9)
v_independent = speed_from_pairs(uniform)
assert abs(v_independent - 4 / 9) < 1e-14
rho_root = brentq(lambda r: pair_derivative(independent_pairs(r))[2].sum(),
                  0.1, 0.49, xtol=1e-14)
assert abs(rho_root - 1 / 3) < 1e-11
initial_change = pair_derivative(uniform)
rho_rate = initial_change[2].sum()
peak_rate = initial_change[2, 0]
speed_rate = speed_from_pairs(initial_change)
assert abs(rho_rate) < 1e-14
assert abs(peak_rate + 1 / 27) < 1e-14
assert abs(speed_rate + 1 / 27) < 1e-14

pair = uniform.copy()
for _ in range(4000):
    pair = pair + 0.1 * pair_derivative(pair)
assert np.max(np.abs(pair_derivative(pair))) < 1e-11
v_pair = speed_from_pairs(pair)
assert abs(v_pair - (1 + np.sqrt(17)) / 12) < 1e-9
assert abs(pair[2].sum() - 1 / 3) < 1e-9
w_pair = v_pair / 2
assert abs(pair[2, 0] - w_pair / (1 + 6 * w_pair)) < 1e-9


# ---------- stationary state of the full master equation on small rings ------
def ring_master_equation(size):
    codes = np.arange(3**size)
    powers = 3 ** np.arange(size)
    slopes = ((codes[:, None] // powers) % 3 - 1).astype(np.int8)
    keep = slopes.sum(axis=1) == 0
    codes, slopes = codes[keep], slopes[keep]
    count = len(codes)
    lookup = np.full(3**size, -1, dtype=np.int64)
    lookup[codes] = np.arange(count)
    rows, columns = [], []
    exit_rate = np.zeros(count)
    for k in range(size):
        allowed = np.flatnonzero((slopes[:, k - 1] <= 0) & (slopes[:, k] >= 0))
        rows.append(lookup[codes[allowed] + powers[k - 1] - powers[k]])
        columns.append(allowed)
        exit_rate[allowed] += 1
    rows, columns = np.concatenate(rows), np.concatenate(columns)
    assert rows.min() >= 0
    gain = coo_matrix((np.ones(len(rows)), (rows, columns)),
                      shape=(count, count)).tocsr()
    return slopes, exit_rate, (gain - diags(exit_rate)).tocsr()


def pair_fraction(slopes, first, second):
    """Fraction of neighbouring slope pairs equal to (first, second)."""
    following = np.roll(slopes, -1, axis=1)
    return ((slopes == first) & (following == second)).mean(axis=1)


def solve_ring(size):
    slopes, exit_rate, matrix = ring_master_equation(size)
    start = np.ones(len(exit_rate))
    _, vectors = eigs(matrix, k=1, which="LR", v0=start, ncv=40)
    weights = vectors[:, 0] / vectors[:, 0].sum()
    assert np.max(np.abs(weights.imag)) < 1e-10
    weights = weights.real
    assert np.max(np.abs(matrix @ weights)) < 1e-10
    assert weights.min() > 0
    speed = weights @ exit_rate / size
    rho = weights @ (slopes == 1).mean(axis=1)
    peak = weights @ pair_fraction(slopes, 1, -1)
    flat = weights @ pair_fraction(slopes, 0, 0)
    valley = weights @ pair_fraction(slopes, -1, 1)
    assert abs(flat - valley) < 1e-9
    assert abs(speed - (1 - 2 * rho + peak)) < 1e-9
    return np.array([speed, rho, peak, flat, valley])


test_slopes, _, test_matrix = ring_master_equation(6)
imbalance = test_matrix @ np.ones(len(test_slopes))
predicted = 6 * (pair_fraction(test_slopes, -1, 1)
                 - pair_fraction(test_slopes, 1, -1))
assert np.allclose(imbalance, predicted, atol=1e-12)
assert np.max(np.abs(imbalance)) > 0.5

ring = {size: solve_ring(size) for size in range(5, 13)}


def extrapolate(sizes):
    """Remove 1/L and 1/L^2 corrections using three ring sizes."""
    inverse = 1 / np.array(sizes, dtype=float)
    design = np.vander(inverse, 3, increasing=True)
    return np.linalg.solve(design, np.array([ring[n] for n in sizes]))[0]


ring_limit = extrapolate((10, 11, 12))
ring_previous = extrapolate((9, 10, 11))


# ---------- Monte Carlo simulation directly with heights --------------------
rng = np.random.default_rng(20417)
REPLICAS = 2000


def simulate(size, burn_time, measure_time):
    """Means and standard errors: speed, rho, peak, growable fraction."""
    heights = np.zeros(REPLICAS * size, dtype=np.int32)
    base = np.arange(REPLICAS) * size
    samples = np.zeros((3, REPLICAS))
    snapshots = 0
    start_height = None
    for time in range(burn_time + measure_time):
        if time == burn_time:
            start_height = heights.reshape(REPLICAS, size).mean(axis=1)
        sites = rng.integers(0, size, size=(size, REPLICAS))
        here = base + sites
        left = np.where(sites == 0, here + size - 1, here - 1)
        right = np.where(sites == size - 1, here - size + 1, here + 1)
        for i, l, r in zip(here, left, right):
            height = heights[i]
            allowed = (height <= heights[l]) & (height <= heights[r])
            heights[i] = height + allowed
        if time >= burn_time and time % 10 == 0:
            grid = heights.reshape(REPLICAS, size)
            slope = np.roll(grid, -1, axis=1) - grid
            before = np.roll(slope, 1, axis=1)
            samples[0] += (slope == 1).mean(axis=1)
            samples[1] += ((before == 1) & (slope == -1)).mean(axis=1)
            samples[2] += ((before <= 0) & (slope >= 0)).mean(axis=1)
            snapshots += 1
    final_height = heights.reshape(REPLICAS, size).mean(axis=1)
    speed = (final_height - start_height) / measure_time
    data = np.vstack([speed, samples / snapshots])
    return data.mean(axis=1), data.std(axis=1, ddof=1) / np.sqrt(REPLICAS)


mc12, err12 = simulate(12, 80, 200)
mc32, err32 = simulate(32, 300, 400)
mc64, err64 = simulate(64, 800, 600)
assert np.all(np.abs(mc12[:3] - ring[12][:3]) < 5 * err12[:3])
for mean, error in ((mc12, err12), (mc32, err32), (mc64, err64)):
    assert abs(mean[0] - mean[3]) < 5 * np.hypot(error[0], error[3])
mc_limit = 2 * mc64 - mc32
mc_error = np.sqrt(4 * err64**2 + err32**2)
v_sim, rho_sim, peak_sim = mc_limit[:3]

# The tolerance covers statistical error and omitted finite-size corrections.
assert np.all(np.abs(mc_limit[:3] - ring_limit[:3]) < 0.002)
assert abs(v_sim - 0.419) < 0.001
assert v_sim < v_pair < v_independent
assert ring[12][0] > mc32[0] > mc64[0] > v_sim

gap = v_independent - v_sim
density_part = -2 * (ring_limit[1] - 1 / 3)
peak_part = ring_limit[2] - 1 / 9
assert abs(density_part + peak_part - (ring_limit[0] - 4 / 9)) < 1e-8

# ---------- results ---------------------------------------------------------
print("Speeds: layers per attempt per site; probabilities: dimensionless")
print(f"Independent-slope speed: {v_independent:.6f}")
print(f"Independent stationary rho: {rho_root:.6f}")
print(f"Initial d(rho)/dt, per attempt per site: {abs(rho_rate):.6f}")
print(f"Initial d(peak)/dt, per attempt per site: {peak_rate:.6f}")
print(f"Initial d(speed)/dt, per attempt per site: {speed_rate:.6f}")
print(f"Pair-approximation speed: {v_pair:.6f}")
print(f"Pair-approximation rho: {pair[2].sum():.6f}")
print(f"Pair-approximation peak: {pair[2, 0]:.6f}")
print(f"Pair-approximation valley P(-,+): {pair[0, 2]:.6f}")
print(f"Pair-approximation flat P(0,0): {pair[1, 1]:.6f}")
for size, values in ring.items():
    print(f"Master equation, L={size} sites, speed: {values[0]:.6f}")
print(f"Master equation, L=12, P(0,0): {ring[12][3]:.6f}")
print(f"Master equation, L=12, P(-,+): {ring[12][4]:.6f}")
print(f"Ring extrapolation (L=10,11,12), speed: {ring_limit[0]:.5f}")
print(f"Ring extrapolation (L=9,10,11), speed: {ring_previous[0]:.5f}")
print(f"Shift between these extrapolations: "
      f"{ring_limit[0] - ring_previous[0]:.6f}")
print(f"Ring extrapolation, rho: {ring_limit[1]:.5f}")
print(f"Ring extrapolation, peak: {ring_limit[2]:.5f}")
print(f"Monte Carlo replicas per ring size: {REPLICAS}")
for size, mean, error in ((12, mc12, err12), (32, mc32, err32),
                          (64, mc64, err64)):
    print(f"Monte Carlo, L={size} sites, speed: "
          f"{mean[0]:.5f} +/- {error[0]:.5f}")
print(f"Monte Carlo extrapolated speed: {v_sim:.5f} +/- {mc_error[0]:.5f}")
print(f"Monte Carlo extrapolated rho: {rho_sim:.5f} +/- {mc_error[1]:.5f}")
print(f"Monte Carlo extrapolated peak: {peak_sim:.5f} +/- {mc_error[2]:.5f}")
print(f"4/9 minus Monte Carlo speed: {gap:.5f}")
print(f"Excess of 4/9 over Monte Carlo: {100 * gap / v_sim:.2f} %")
print(f"Excess of pair speed over Monte Carlo: "
      f"{100 * (v_pair / v_sim - 1):.2f} %")
print(f"Share of gap closed by pair approximation: "
      f"{100 * (v_independent - v_pair) / gap:.1f} %")
print(f"Speed change from slope density (rings): {density_part:.5f}")
print(f"Speed change from peak probability (rings): {peak_part:.5f}")
print("no test failed")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 71, in <module>
    assert np.max(np.abs(pair_derivative(pair))) < 1e-11
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program's numerical form of the pair approximation, not in its physics. The four-slope weights were built from left to right, and a linearisation about equal slopes shows that a rounding difference between the two one-slope marginals of the pair table then grows at a rate of 1/3 per unit time, which ruins a run of 400 time units. The weights are now built outward from the middle pair, which is the same closure when the marginals agree but makes such a difference decay. No tested quantity or tolerance is changed, no case is made worse, and a test that the marginals agree is added.

Diff:

```diff
@@ -37,7 +37,12 @@
 
 def pair_derivative(pair):
-    """Time derivative of pair probabilities for a Markov chain of slopes."""
-    conditional = pair / pair.sum(axis=1)[:, None]
-    weights = np.einsum("ab,bc,cd->abcd", pair, conditional, conditional)
+    """Time derivative of pair probabilities for a Markov chain of slopes.
+
+    The window is built outward from its middle pair. Rounding differences
+    between the two one-slope marginals then decay instead of growing.
+    """
+    slope_before = pair / pair.sum(axis=0)[None, :]
+    slope_after = pair / pair.sum(axis=1)[:, None]
+    weights = np.einsum("ab,bc,cd->abcd", slope_before, pair, slope_after)
     return (GENERATOR @ weights.ravel()).reshape(3, 3)
 
@@ -69,4 +74,5 @@
 for _ in range(4000):
     pair = pair + 0.1 * pair_derivative(pair)
+assert np.max(np.abs(pair.sum(axis=0) - pair.sum(axis=1))) < 1e-11
 assert np.max(np.abs(pair_derivative(pair))) < 1e-11
 v_pair = speed_from_pairs(pair)
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 203, in <module>
    assert np.all(np.abs(mc_limit[:3] - ring_limit[:3]) < 0.002)
AssertionError
```

Likely cause: The fault was in how the small-ring results were extrapolated. The slope density alternates between odd and even ring sizes (hand solutions for 3, 4 and 5 sites give 0.273, 0.319 and 0.307), and a quadratic fit through sizes 10, 11 and 12 multiplies what remains of that alternation by up to about 240, whereas the Monte Carlo run and the master equation had already agreed at 12 sites. Odd and even sizes are now extrapolated separately and averaged, and rotational symmetry is used to reach 14 sites. The 0.002 tolerance and the compared quantities are unchanged; the Monte Carlo limit now uses 16 and 64 sites with longer sampling at 64, which lowers its noise but leaves a somewhat larger finite-size correction, estimated at about 0.0002 in the speed.

Diff:

```diff
@@ -85,17 +85,26 @@
 # ---------- stationary state of the full master equation on small rings ------
 def ring_master_equation(size):
-    codes = np.arange(3**size)
+    """Master equation for classes of configurations equal up to rotation."""
+    sums = np.zeros(1, dtype=np.int8)
+    digits = np.array([-1, 0, 1], dtype=np.int8)
+    for _ in range(size):
+        sums = np.add.outer(digits, sums).ravel()
+    codes = np.flatnonzero(sums == 0)
+    rotated, smallest = codes.copy(), codes.copy()
+    for _ in range(size - 1):
+        rotated = rotated // 3 + (rotated % 3) * 3 ** (size - 1)
+        smallest = np.minimum(smallest, rotated)
+    members = codes[smallest == codes]
+    count = len(members)
+    lookup = np.full(3**size, -1, dtype=np.int32)
+    lookup[codes] = np.searchsorted(members, smallest)
+    class_size = np.bincount(lookup[codes], minlength=count).astype(float)
     powers = 3 ** np.arange(size)
-    slopes = ((codes[:, None] // powers) % 3 - 1).astype(np.int8)
-    keep = slopes.sum(axis=1) == 0
-    codes, slopes = codes[keep], slopes[keep]
-    count = len(codes)
-    lookup = np.full(3**size, -1, dtype=np.int64)
-    lookup[codes] = np.arange(count)
+    slopes = ((members[:, None] // powers) % 3 - 1).astype(np.int8)
     rows, columns = [], []
     exit_rate = np.zeros(count)
     for k in range(size):
         allowed = np.flatnonzero((slopes[:, k - 1] <= 0) & (slopes[:, k] >= 0))
-        rows.append(lookup[codes[allowed] + powers[k - 1] - powers[k]])
+        rows.append(lookup[members[allowed] + powers[k - 1] - powers[k]])
         columns.append(allowed)
         exit_rate[allowed] += 1
@@ -104,5 +113,5 @@
     gain = coo_matrix((np.ones(len(rows)), (rows, columns)),
                       shape=(count, count)).tocsr()
-    return slopes, exit_rate, (gain - diags(exit_rate)).tocsr()
+    return slopes, class_size, exit_rate, (gain - diags(exit_rate)).tocsr()
 
 
@@ -113,11 +122,21 @@
 
 
-def solve_ring(size):
-    slopes, exit_rate, matrix = ring_master_equation(size)
-    start = np.ones(len(exit_rate))
+def stationary_weights(matrix, start):
+    count = len(start)
+    if count < 500:
+        dense = matrix.toarray()
+        dense[0] = 1.0
+        right_side = np.zeros(count)
+        right_side[0] = 1.0
+        return np.linalg.solve(dense, right_side)
     _, vectors = eigs(matrix, k=1, which="LR", v0=start, ncv=40)
     weights = vectors[:, 0] / vectors[:, 0].sum()
     assert np.max(np.abs(weights.imag)) < 1e-10
-    weights = weights.real
+    return weights.real
+
+
+def solve_ring(size):
+    slopes, class_size, exit_rate, matrix = ring_master_equation(size)
+    weights = stationary_weights(matrix, class_size)
     assert np.max(np.abs(matrix @ weights)) < 1e-10
     assert weights.min() > 0
@@ -132,6 +151,6 @@
 
 
-test_slopes, _, test_matrix = ring_master_equation(6)
-imbalance = test_matrix @ np.ones(len(test_slopes))
+test_slopes, test_class_size, _, test_matrix = ring_master_equation(6)
+imbalance = (test_matrix @ test_class_size) / test_class_size
 predicted = 6 * (pair_fraction(test_slopes, -1, 1)
                  - pair_fraction(test_slopes, 1, -1))
@@ -139,5 +158,5 @@
 assert np.max(np.abs(imbalance)) > 0.5
 
-ring = {size: solve_ring(size) for size in range(5, 13)}
+ring = {size: solve_ring(size) for size in range(3, 15)}
 
 
@@ -149,6 +168,10 @@
 
 
-ring_limit = extrapolate((10, 11, 12))
-ring_previous = extrapolate((9, 10, 11))
+# Odd and even rings differ slightly; mixing them in one fit amplifies this.
+even_limit = extrapolate((10, 12, 14))
+odd_limit = extrapolate((9, 11, 13))
+mixed_limit = extrapolate((10, 11, 12))
+ring_limit = (even_limit + odd_limit) / 2
+ring_spread = np.abs(even_limit - odd_limit) / 2
 
 
@@ -191,18 +214,19 @@
 
 mc12, err12 = simulate(12, 80, 200)
-mc32, err32 = simulate(32, 300, 400)
-mc64, err64 = simulate(64, 800, 600)
+mc16, err16 = simulate(16, 150, 600)
+mc64, err64 = simulate(64, 800, 900)
 assert np.all(np.abs(mc12[:3] - ring[12][:3]) < 5 * err12[:3])
-for mean, error in ((mc12, err12), (mc32, err32), (mc64, err64)):
+for mean, error in ((mc12, err12), (mc16, err16), (mc64, err64)):
     assert abs(mean[0] - mean[3]) < 5 * np.hypot(error[0], error[3])
-mc_limit = 2 * mc64 - mc32
-mc_error = np.sqrt(4 * err64**2 + err32**2)
+mc_limit = (64 * mc64 - 16 * mc16) / 48
+mc_error = np.hypot(64 * err64, 16 * err16) / 48
 v_sim, rho_sim, peak_sim = mc_limit[:3]
 
 # The tolerance covers statistical error and omitted finite-size corrections.
-assert np.all(np.abs(mc_limit[:3] - ring_limit[:3]) < 0.002)
-assert abs(v_sim - 0.419) < 0.001
+assert np.all(np.abs(mc_limit[:3] - ring_limit[:3]) < 0.002), (
+    mc_limit, mc_error, even_limit, odd_limit)
+assert abs(v_sim - 0.419) < 0.001, (v_sim, mc_error[0], ring_limit[0])
 assert v_sim < v_pair < v_independent
-assert ring[12][0] > mc32[0] > mc64[0] > v_sim
+assert ring[12][0] > mc16[0] > mc64[0] > v_sim
 
 gap = v_independent - v_sim
@@ -224,15 +248,19 @@
 print(f"Pair-approximation flat P(0,0): {pair[1, 1]:.6f}")
 for size, values in ring.items():
-    print(f"Master equation, L={size} sites, speed: {values[0]:.6f}")
+    print(f"Master equation, L={size} sites: speed {values[0]:.6f}, "
+          f"rho {values[1]:.6f}")
 print(f"Master equation, L=12, P(0,0): {ring[12][3]:.6f}")
 print(f"Master equation, L=12, P(-,+): {ring[12][4]:.6f}")
-print(f"Ring extrapolation (L=10,11,12), speed: {ring_limit[0]:.5f}")
-print(f"Ring extrapolation (L=9,10,11), speed: {ring_previous[0]:.5f}")
-print(f"Shift between these extrapolations: "
-      f"{ring_limit[0] - ring_previous[0]:.6f}")
-print(f"Ring extrapolation, rho: {ring_limit[1]:.5f}")
-print(f"Ring extrapolation, peak: {ring_limit[2]:.5f}")
+for label, limit in (("even L=10,12,14", even_limit),
+                     ("odd L=9,11,13", odd_limit),
+                     ("mixed L=10,11,12", mixed_limit)):
+    print(f"Extrapolation, {label}: speed {limit[0]:.5f}, "
+          f"rho {limit[1]:.5f}, peak {limit[2]:.5f}")
+for label, value, spread in zip(("speed", "rho", "peak"),
+                                ring_limit, ring_spread):
+    print(f"Even-odd mean, {label}: {value:.5f}, "
+          f"half difference {spread:.5f}")
 print(f"Monte Carlo replicas per ring size: {REPLICAS}")
-for size, mean, error in ((12, mc12, err12), (32, mc32, err32),
+for size, mean, error in ((12, mc12, err12), (16, mc16, err16),
                           (64, mc64, err64)):
     print(f"Monte Carlo, L={size} sites, speed: "
```

Output now:

```
Speeds: layers per attempt per site; probabilities: dimensionless
Independent-slope speed: 0.444444
Independent stationary rho: 0.333333
Initial d(rho)/dt, per attempt per site: 0.000000
Initial d(peak)/dt, per attempt per site: -0.037037
Initial d(speed)/dt, per attempt per site: -0.037037
Pair-approximation speed: 0.426925
Pair-approximation rho: 0.333333
Pair-approximation peak: 0.093592
Pair-approximation valley P(-,+): 0.119871
Pair-approximation flat P(0,0): 0.119871
Master equation, L=3 sites: speed 0.545455, rho 0.272727
Master equation, L=4 sites: speed 0.510638, rho 0.319149
Master equation, L=5 sites: speed 0.488659, rho 0.306896
Master equation, L=6 sites: speed 0.475989, rho 0.320894
Master equation, L=7 sites: speed 0.466896, rho 0.317800
Master equation, L=8 sites: speed 0.460447, rho 0.323344
Master equation, L=9 sites: speed 0.455466, rho 0.322725
Master equation, L=10 sites: speed 0.451585, rho 0.325339
Master equation, L=11 sites: speed 0.448436, rho 0.325451
Master equation, L=12 sites: speed 0.445850, rho 0.326863
Master equation, L=13 sites: speed 0.443678, rho 0.327175
Master equation, L=14 sites: speed 0.441834, rho 0.328029
Master equation, L=12, P(0,0): 0.128331
Master equation, L=12, P(-,+): 0.128331
Extrapolation, even L=10,12,14: speed 0.41914, rho 0.33637, peak 0.09189
Extrapolation, odd L=9,11,13: speed 0.41911, rho 0.33425, peak 0.08762
Extrapolation, mixed L=10,11,12: speed 0.41968, rho 0.42145, peak 0.26258
Even-odd mean, speed: 0.41913, half difference 0.00002
Even-odd mean, rho: 0.33531, half difference 0.00106
Even-odd mean, peak: 0.08975, half difference 0.00213
Monte Carlo replicas per ring size: 2000
Monte Carlo, L=12 sites, speed: 0.44518 +/- 0.00039
Monte Carlo, L=16 sites, speed: 0.43885 +/- 0.00021
Monte Carlo, L=64 sites, speed: 0.42395 +/- 0.00013
Monte Carlo extrapolated speed: 0.41899 +/- 0.00018
Monte Carlo extrapolated rho: 0.33546 +/- 0.00012
Monte Carlo extrapolated peak: 0.08965 +/- 0.00013
4/9 minus Monte Carlo speed: 0.02546
Excess of 4/9 over Monte Carlo: 6.08 %
Excess of pair speed over Monte Carlo: 1.89 %
Share of gap closed by pair approximation: 68.8 %
Speed change from slope density (rings): -0.00396
Speed change from peak probability (rings): -0.02136
no test failed
```
